# Comment on spin-polarized current in a magnet without net magnetization: a program that tests the result

```python
"""
Result under test: a compensated collinear magnet whose opposite-spin sublattices
are related by a 90-degree rotation has zero net spin magnetization, but unequal
spin conductivities along x:  sigma_up = diag(S+D, S-D), sigma_down = diag(S-D, S+D).
At field angle theta from x, spin s=+1,-1 has longitudinal conductivity
S + s D cos(2 theta) and transverse conductivity -s D sin(2 theta).

Units: Rydberg atomic units (hbar=1, e^2=2), lattice constant 1.
T_EASY, T_HARD: same-sublattice hoppings, along x,y on A and along y,x on B.
T_INTER: A-B hopping.  J_EX: staggered exchange.  TAU: relaxation time.
KT: thermal energy.  FILLING: electrons per two-site cell.  MU: chemical potential.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import expit

T_EASY, T_HARD, T_INTER, J_EX = 0.020, 0.005, 0.010, 0.050
KT, TAU, FILLING, E2 = 0.002, 200.0, 0.4, 2.0
N = 200
axis = 2 * np.pi * np.arange(N) / N
KX, KY = np.meshgrid(axis, axis, indexing="ij")
SPINS = (1, -1)


def matrix(aa, bb, ab):
    return np.stack([np.stack([aa, ab], -1), np.stack([ab, bb], -1)], -2)


def hamiltonian(kx, ky, s, ta=T_EASY, tb=T_HARD):
    aa = -2 * ta * np.cos(kx) - 2 * tb * np.cos(ky) - s * J_EX
    bb = -2 * tb * np.cos(kx) - 2 * ta * np.cos(ky) + s * J_EX
    return matrix(aa, bb, -4 * T_INTER * np.cos(kx / 2) * np.cos(ky / 2))


def solve_bands(s, ta=T_EASY, tb=T_HARD):
    """Energies, sublattice weights and velocities (Hellmann-Feynman)."""
    energy, u = np.linalg.eigh(hamiltonian(KX, KY, s, ta, tb))
    dhx = matrix(2 * ta * np.sin(KX), 2 * tb * np.sin(KX),
                 2 * T_INTER * np.sin(KX / 2) * np.cos(KY / 2))
    dhy = matrix(2 * tb * np.sin(KY), 2 * ta * np.sin(KY),
                 2 * T_INTER * np.cos(KX / 2) * np.sin(KY / 2))
    velocity = np.array([np.sum(u * (dh @ u), axis=-2) for dh in (dhx, dhy)])
    return energy, u**2, velocity


def occupation(energy, mu, kt=KT):
    return expit((mu - energy) / kt)


def thermal_weight(energy, mu, kt=KT):
    return occupation(energy, mu, kt) * expit((energy - mu) / kt) / kt


def conductivity(band, mu, kt=KT):
    energy, _, v = band
    w = thermal_weight(energy, mu, kt)
    return E2 * TAU * np.array([[np.sum(v[i] * v[j] * w) / N**2
                                 for j in range(2)] for i in range(2)])


def find_mu(bands):
    def excess(mu):
        return sum(occupation(b[0], mu).sum() for b in bands.values()) / N**2 - FILLING
    return brentq(excess, -0.3, 0.3, xtol=1e-14)


def polarization(up, down):
    return (up - down) / (up + down)


bands = {s: solve_bands(s) for s in SPINS}
MU = find_mu(bands)

# Closed-form bands and the spin-rotation relation against diagonalization
e0 = -(T_EASY + T_HARD) * (np.cos(KX) + np.cos(KY))
d = -(T_EASY - T_HARD) * (np.cos(KX) - np.cos(KY))
g = 4 * T_INTER * np.cos(KX / 2) * np.cos(KY / 2)
for s in SPINS:
    root = np.sqrt((d - s * J_EX)**2 + g**2)
    assert np.allclose(bands[s][0], np.stack([e0 - root, e0 + root], -1), atol=1e-13)
rotated_down = np.linalg.eigvalsh(hamiltonian(-KY, KX, -1))
assert np.allclose(rotated_down, bands[1][0], atol=1e-13)

# Populations and local moments
site = {s: np.einsum("xyb,xyib->i", occupation(bands[s][0], MU), bands[s][1]) / N**2
        for s in SPINS}
density = {s: site[s].sum() for s in SPINS}
moment = site[1] - site[-1]
assert abs(moment.sum()) < 1e-11 and moment[0] > 0.05

# Conductivity tensors: rotation relation, and Fermi-surface versus curvature form
sigma = {s: conductivity(bands[s], MU) for s in SPINS}
R = np.array([[0.0, -1.0], [1.0, 0.0]])
assert np.allclose(sigma[-1], R @ sigma[1] @ R.T, atol=1e-9)
harmonics = np.fft.fftfreq(N) * N
curvature = {}
for s in SPINS:
    for i in range(2):
        shape = [1, 1, 1]
        shape[i] = N
        transformed = np.fft.fft(bands[s][0], axis=i)
        curvature[s, i] = np.fft.ifft(-harmonics.reshape(shape)**2 * transformed,
                                      axis=i).real
        from_mass = E2 * TAU * np.sum(occupation(bands[s][0], MU) * curvature[s, i]) / N**2
        assert np.isclose(from_mass, sigma[s][i, i], rtol=1e-6)
S = (sigma[1][0, 0] + sigma[-1][0, 0]) / 2
D = (sigma[1][0, 0] - sigma[-1][0, 0]) / 2
P_x = polarization(sigma[1][0, 0], sigma[-1][0, 0])
P_y = polarization(sigma[1][1, 1], sigma[-1][1, 1])
assert abs(P_x) > 0.1

# Currents from the steady Boltzmann distribution in a small finite field
DRIFT = 1e-3
nodes, node_weights = np.polynomial.laguerre.laggauss(8)


def driven_response(s, theta):
    n = np.array([np.cos(theta), np.sin(theta)])
    f = np.zeros_like(bands[s][0])
    for u, weight in zip(nodes, node_weights):
        shifted = hamiltonian(KX + DRIFT * u * n[0], KY + DRIFT * u * n[1], s)
        f += weight * occupation(np.linalg.eigvalsh(shifted), MU)
    response = np.array([-E2 * TAU * np.sum(v * f) / N**2 / DRIFT for v in bands[s][2]])
    return response @ n, response @ np.array([-n[1], n[0]]), f.sum() / N**2


driven = {}
for degrees in (25, 45):
    theta = np.radians(degrees)
    for s in SPINS:
        along, across, driven_density = driven_response(s, theta)
        driven[degrees, s] = (along, across)
        assert abs(along - (S + s * D * np.cos(2 * theta))) < 1e-4 * S
        assert abs(across + s * D * np.sin(2 * theta)) < 1e-4 * S
        assert abs(driven_density - density[s]) < 1e-9
P_diag = polarization(driven[45, 1][0], driven[45, -1][0])
charge_45 = driven[45, 1][0] + driven[45, -1][0]
spin_ratio_45 = (driven[45, 1][1] - driven[45, -1][1]) / charge_45
charge_across_45 = (driven[45, 1][1] + driven[45, -1][1]) / charge_45
assert abs(charge_across_45) < 1e-6

# Dilute limit: band-bottom masses and a full-band thermal calculation
W = np.sqrt(J_EX**2 + 16 * T_INTER**2)
alpha = T_EASY + T_HARD + 4 * T_INTER**2 / W
beta = J_EX * (T_EASY - T_HARD) / W
for s in SPINS:
    assert np.isclose(curvature[s, 0][0, 0, 0], alpha + s * beta, rtol=1e-6)
    assert np.isclose(curvature[s, 1][0, 0, 0], alpha - s * beta, rtol=1e-6)
bottom = bands[1][0].min()
assert np.isclose(bottom, bands[1][0][0, 0, 0], atol=1e-13)
kt_dilute = 5e-5
dilute = [conductivity(bands[s], bottom - 5 * kt_dilute, kt_dilute)[0, 0] for s in SPINS]
P_dilute = polarization(*dilute)
# the remaining difference is band nonparabolicity, of order kT/hopping
assert np.isclose(P_dilute, beta / alpha, rtol=0.01)

# Ballistic channels per lattice constant of width: velocity integral versus counting
quantiles = (np.arange(200) + 0.5) / 200
sample_energies = MU + KT * np.log(quantiles / (1 - quantiles))
channels = {}
for s in SPINS:
    energy, _, v = bands[s]
    channels[s] = np.pi * np.sum(np.abs(v[0]) * thermal_weight(energy, MU)) / N**2
    counted = 0.0
    for level in sample_energies:
        above = energy > level
        counted += np.sum(above != np.roll(above, 1, axis=0)) / (2 * N)
    # tolerance covers the finite grid and the finite set of energies
    assert np.isclose(counted / len(sample_energies), channels[s], rtol=0.015)
P_ballistic = polarization(channels[1], channels[-1])
assert P_ballistic > 0.05

# Control: equal hoppings on both sublattices (conventional antiferromagnet)
t_mean = (T_EASY + T_HARD) / 2
plain = {s: solve_bands(s, t_mean, t_mean) for s in SPINS}
mu_plain = find_mu(plain)
plain_site = [np.einsum("xyb,xyib->i", occupation(plain[s][0], mu_plain),
                        plain[s][1]) / N**2 for s in SPINS]
plain_moment = plain_site[0] - plain_site[1]
plain_sigma = [conductivity(plain[s], mu_plain)[0, 0] for s in SPINS]
P_plain = polarization(*plain_sigma)
assert abs(P_plain) < 1e-10 and plain_moment[0] > 0.05

# Control: filled lower bands carry no current
lower_top = max(bands[s][0][..., 0].max() for s in SPINS)
upper_bottom = min(bands[s][0][..., 1].min() for s in SPINS)
gap = upper_bottom - lower_top
assert gap > 0
filled = sum(conductivity(bands[s], (lower_top + upper_bottom) / 2, 3e-4)[0, 0]
             for s in SPINS)
assert filled < 1e-6 * S

rydberg_joule = const.value("Rydberg constant times hc in J")
siemens = const.e**2 / const.hbar / E2
tau_fs = TAU * const.hbar / rydberg_joule * 1e15
temperature = KT * rydberg_joule / const.k
X = N // 2

print(f"Easy hopping t_a: {T_EASY:.3f} Ry")
print(f"Hard hopping t_b: {T_HARD:.3f} Ry")
print(f"Intersublattice hopping t_1: {T_INTER:.3f} Ry")
print(f"Staggered exchange J: {J_EX:.3f} Ry")
print(f"Thermal energy: {KT:.4f} Ry = {temperature:.1f} K")
print(f"Relaxation time: {TAU:.0f} hbar/Ry = {tau_fs:.2f} fs")
print(f"Filling: {FILLING:.2f} electrons per cell")
print(f"Chemical potential: {MU:.5f} Ry")
print(f"Band bottom at Gamma: {bottom:.5f} Ry")
print(f"Lower band at X=(pi,0), spin up: {bands[1][0][X, 0, 0]:.5f} Ry")
print(f"Lower band at X=(pi,0), spin down: {bands[-1][0][X, 0, 0]:.5f} Ry")
print(f"Gap between lower and upper bands: {gap:.5f} Ry")
print(f"Spin-up population: {density[1]:.5f} per cell")
print(f"Spin-down population: {density[-1]:.5f} per cell")
print(f"Share of spin-up electrons on A: {site[1][0] / density[1]:.4f}")
print(f"Spin imbalance on A (n_up-n_down): {moment[0]:.5f}")
print(f"Spin imbalance on B (n_up-n_down): {moment[1]:.5f}")
print(f"Magnitude of net imbalance: {abs(moment.sum()):.1e} per cell")
for s, name in ((1, "up"), (-1, "down")):
    for i, direction in enumerate("xy"):
        value = sigma[s][i, i]
        print(f"Sheet conductivity {name}, {direction}{direction}: "
              f"{value:.4f} Ry a.u. = {value * siemens * 1e3:.4f} mS")
print(f"Mean conductivity S: {S:.4f} Ry a.u.")
print(f"Half difference D: {D:.4f} Ry a.u.")
print(f"Current polarization along x: {100 * P_x:.2f} %")
print(f"Current polarization along y: {100 * P_y:.2f} %")
print(f"Size of polarization along diagonal: {100 * abs(P_diag):.4f} %")
print(f"Transverse spin/longitudinal charge at 45 deg: {spin_ratio_45:.4f}")
print(f"Size of transverse/longitudinal charge at 45 deg: {abs(charge_across_45):.1e}")
for s, name in ((1, "up"), (-1, "down")):
    print(f"Driven response at 25 deg, {name}: along {driven[25, s][0]:.4f}, "
          f"across {driven[25, s][1]:.4f} Ry a.u.")
print(f"W: {W:.5f} Ry")
print(f"Mean inverse mass alpha: {alpha:.5f} Ry a^2")
print(f"Inverse-mass difference beta: {beta:.5f} Ry a^2")
print(f"Dilute polarization, mass formula: {100 * beta / alpha:.2f} %")
print(f"Dilute polarization, full bands: {100 * P_dilute:.2f} %")
print(f"Thermal energy of dilute test: {kt_dilute:.5f} Ry")
print(f"Ballistic channels along x, up: {channels[1]:.4f} per a")
print(f"Ballistic channels along x, down: {channels[-1]:.4f} per a")
print(f"Ballistic polarization along x: {100 * P_ballistic:.2f} %")
print(f"Control hopping t_a=t_b: {t_mean:.4f} Ry")
print(f"Control spin imbalance on A: {plain_moment[0]:.5f}")
print(f"Control conductivity per spin: {plain_sigma[0]:.4f} Ry a.u.")
print(f"Size of control polarization: {100 * abs(P_plain):.1e} %")
print("verified")
```

Printed output:

```
Easy hopping t_a: 0.020 Ry
Hard hopping t_b: 0.005 Ry
Intersublattice hopping t_1: 0.010 Ry
Staggered exchange J: 0.050 Ry
Thermal energy: 0.0020 Ry = 315.8 K
Relaxation time: 200 hbar/Ry = 9.68 fs
Filling: 0.40 electrons per cell
Chemical potential: -0.08571 Ry
Band bottom at Gamma: -0.11403 Ry
Lower band at X=(pi,0), spin up: -0.02000 Ry
Lower band at X=(pi,0), spin down: -0.08000 Ry
Gap between lower and upper bands: 0.01403 Ry
Spin-up population: 0.20000 per cell
Spin-down population: 0.20000 per cell
Share of spin-up electrons on A: 0.9241
Spin imbalance on A (n_up-n_down): 0.16964
Spin imbalance on B (n_up-n_down): -0.16964
Magnitude of net imbalance: 3.9e-16 per cell
Sheet conductivity up, xx: 2.8827 Ry a.u. = 0.3508 mS
Sheet conductivity up, yy: 0.6660 Ry a.u. = 0.0811 mS
Sheet conductivity down, xx: 0.6660 Ry a.u. = 0.0811 mS
Sheet conductivity down, yy: 2.8827 Ry a.u. = 0.3508 mS
Mean conductivity S: 1.7743 Ry a.u.
Half difference D: 1.1084 Ry a.u.
Current polarization along x: 62.47 %
Current polarization along y: -62.47 %
Size of polarization along diagonal: 0.0000 %
Transverse spin/longitudinal charge at 45 deg: -0.6247
Size of transverse/longitudinal charge at 45 deg: 1.0e-15
Driven response at 25 deg, up: along 2.4868, across -0.8490 Ry a.u.
Driven response at 25 deg, down: along 1.0619, across 0.8490 Ry a.u.
W: 0.06403 Ry
Mean inverse mass alpha: 0.03125 Ry a^2
Inverse-mass difference beta: 0.01171 Ry a^2
Dilute polarization, mass formula: 37.49 %
Dilute polarization, full bands: 37.54 %
Thermal energy of dilute test: 0.00005 Ry
Ballistic channels along x, up: 0.7294 per a
Ballistic channels along x, down: 0.3807 per a
Ballistic polarization along x: 31.42 %
Control hopping t_a=t_b: 0.0125 Ry
Control spin imbalance on A: 0.16548
Control conductivity per spin: 1.7603 Ry a.u.
Size of control polarization: 0.0e+00 %
verified
```
